\section*{Sandwich covariance of least-squares film parameters under a wrong noise model}

\section{What a wrong noise model does}

A reflectometer records the spectrum of an oxide film on silicon, and a least-squares fit returns the thickness with a standard deviation of 0.28 nm. In the model instrument treated below, repeated measurements of the same film scatter by 0.85 nm. An interval meant to hold the true thickness in 95\% of cases holds it in 47\%. The sum of squared residuals is seldom large enough to give an alarm (it passes the upper 5\% point in about 7\% of fits): on average it is smaller than expected. The warning signs lie elsewhere. The sum is often suspiciously small, and neighbouring residuals are strongly correlated. Halving the wavelength step lowers the reported error by a factor of about $\sqrt2$ and leaves the scatter almost unchanged.

The fit function is right in all of this. What is wrong is the covariance assumed for the noise: neighbouring pixels drift together, and the fit treats them as independent. The covariance that the parameters really have follows from the assumed and the true noise covariance together.

\section{Setting and statement}

Let $y$ be the column of $N$ measured reflectances and $\theta$ the column of $p<N$ film parameters. The data are
\begin{equation}
y=f(\theta_0)+\varepsilon,\qquad \mathrm E\,\varepsilon=0,\qquad \mathrm E\,\varepsilon\varepsilon^T=C ,
\end{equation}
where $f$ is the optical model, $\theta_0$ the true parameters and $C$ the true noise covariance. The analyst assumes a covariance $S$, sets $W=S^{-1}$, and minimises
\begin{equation}
Q(\theta)=\tfrac12\,[y-f(\theta)]^TW[y-f(\theta)] .
\end{equation}
The minimum near $\theta_0$ is $\hat\theta$, and $\delta=\hat\theta-\theta_0$. With $J_{ki}=\partial f_k/\partial\theta_i$ at $\theta_0$, define
\begin{equation}
A=J^TWJ,\qquad B=J^TWCWJ .
\end{equation}
I assume that $f$ is smooth, that $J$ has rank $p$, and that $S$ and $C$ are fixed, symmetric and positive definite. Then $A$ is invertible. The claim is that, to leading order in the noise, the covariance of $\hat\theta$ is
\begin{equation}
V=A^{-1}BA^{-1}, \label{sand}
\end{equation}
and that for $S=C$ it becomes $(J^TC^{-1}J)^{-1}$. This is the inverse Fisher matrix if the noise is also Gaussian with a covariance that does not depend on $\theta$.

\section{First derivation: expanding the condition for a minimum}

Setting $-\partial Q/\partial\theta_i=0$ gives $g(\hat\theta)=0$ with
\begin{equation}
g_i(\theta)=\sum_{kl}\frac{\partial f_k}{\partial\theta_i}W_{kl}\,[y_l-f_l(\theta)] .
\end{equation}
At $\theta_0$ the bracket is $\varepsilon_l$, so $g(\theta_0)=J^TW\varepsilon$. The derivative of $g_i$ acts on both factors. At $\theta_0$,
\begin{equation}
\frac{\partial g_i}{\partial\theta_j}=K_{ij}-A_{ij},\qquad
K_{ij}=\sum_k (W\varepsilon)_k\frac{\partial^2 f_k}{\partial\theta_i\partial\theta_j},
\end{equation}
the minus sign coming from $-f_l$. Expanding $g(\hat\theta)=0$ about $\theta_0$,
\begin{equation}
0=J^TW\varepsilon+(K-A)\delta+O(\delta^2).
\end{equation}
The first term is linear in the noise, so $\delta$ is too. Since $K$ is itself linear in the noise, $K\delta$ is of second order, like the remainder. Hence
\begin{equation}
\delta=G\varepsilon+O(\varepsilon^2),\qquad G=A^{-1}J^TW . \label{G}
\end{equation}
The mean of $\delta$ vanishes to first order. As $W$ and $A$ are symmetric, $G^T=WJA^{-1}$, and
\begin{equation}
V=\mathrm E\,G\varepsilon\varepsilon^TG^T=GCG^T
=A^{-1}J^TWCWJA^{-1},
\end{equation}
which is \eqref{sand}. The outer factors describe how the fit responds, and the inner one how much noise reaches it. The first correction to $V$ is a third moment of $\varepsilon$. It vanishes for symmetric noise.

If $S=C$, then $WCW=W$, so $B=A$ and
\begin{equation}
V=A^{-1}=(J^TC^{-1}J)^{-1}. \label{correct}
\end{equation}
This is why a fit reports $A^{-1}$. For general $S$ we may write $A=J^TWSWJ$, so the report is $A^{-1}=GSG^T$ and its error is
\begin{equation}
V-A^{-1}=G(C-S)G^T . \label{err}
\end{equation}
Only that part of $C-S$ matters which the fit passes on to the parameters.

It remains to identify \eqref{correct} with the Fisher matrix, the covariance of the score $s_i=\partial\ln L/\partial\theta_i$ at $\theta_0$. For Gaussian noise with fixed $C$, $\ln L=-\frac12[y-f]^TC^{-1}[y-f]+\text{const}$, so
\begin{equation}
s=J^TC^{-1}\varepsilon,\qquad
F=\mathrm E\,ss^T=J^TC^{-1}CC^{-1}J=J^TC^{-1}J . \label{F}
\end{equation}
Thus $V=F^{-1}$ when $S=C$.

\section{Second derivation: two fits with known answers}

Regard the fit as a map $y\mapsto\hat\theta(y)$ near $y_0=f(\theta_0)$. At noise-free data $\partial g/\partial\theta=-A$ is invertible, so by the implicit function theorem the map exists and is differentiable there. Call its derivative $G=\partial\hat\theta/\partial y$, for the moment unknown. Two kinds of data have answers that need no expansion.

First, let the data be a perfect model spectrum, $y=f(\theta)$ with $\theta$ near $\theta_0$. Then $Q$ reaches zero at $\theta$, so $\hat\theta(f(\theta))=\theta$. Differentiating at $\theta_0$ by the chain rule gives
\begin{equation}
GJ=I. \label{GJ}
\end{equation}

Second, let $y=y_0+tu$ with $J^TWu=0$ and $t$ small. The gradient condition at $\theta_0$ reads $tJ^TWu=0$ and is satisfied, so the fit still returns $\theta_0$. Hence $Gu=0$.

Any disturbance splits into these two kinds. Write $\varepsilon=Jb+u$ and demand $J^TWu=0$. Multiplying by $J^TW$ gives $J^TW\varepsilon=Ab$, so $b=A^{-1}J^TW\varepsilon$. Then $G\varepsilon=GJb+Gu=b$, which fixes $G=A^{-1}J^TW$.

Now build the covariance upward from the Fisher matrix. With $s$ and $F$ as in \eqref{F}, \eqref{GJ} gives
\begin{equation}
\mathrm E\,\delta s^T=GCC^{-1}J=GJ=I .
\end{equation}
Split $\delta=\eta+e$ with $\eta=F^{-1}s=G_0\varepsilon$ and $G_0=F^{-1}J^TC^{-1}$. The two parts are uncorrelated:
\begin{equation}
\mathrm E\,e\eta^T=\mathrm E\,\delta s^TF^{-1}-F^{-1}\,\mathrm E\,ss^T\,F^{-1}=F^{-1}-F^{-1}=0 .
\end{equation}
Their covariances therefore add. Since $\mathrm E\,\eta\eta^T=F^{-1}FF^{-1}=F^{-1}$,
\begin{equation}
V=F^{-1}+(G-G_0)C(G-G_0)^T . \label{excess}
\end{equation}
To recover the sandwich, expand the product. The cross term is $GCG_0^T=GJF^{-1}=F^{-1}$, its transpose is the same, and $G_0CG_0^T=F^{-1}$. The second term of \eqref{excess} is thus $GCG^T-F^{-1}$, and
\begin{equation}
V=GCG^T=A^{-1}BA^{-1}.
\end{equation}
For $S=C$ we have $G=G_0$, the excess vanishes, and $V=F^{-1}$.

Equation \eqref{excess} also gives the price of wrong weights. The excess is never negative, and as $C$ is positive definite it vanishes only for $G=G_0$. That can happen with a wrong $S$: if $S=cC$, the factor $c$ cancels in $G$. The estimate is then optimal, but the report is $cF^{-1}$.

\section{What each derivation assumes}

Both need a correct mean model, a full-rank $J$, finite noise variances and noise small enough for a linear response. Neither needs Gaussian noise for $V=A^{-1}BA^{-1}$.

The first route works with second derivatives of $f$ and shows what is dropped: $K\delta$ and the quadratic remainder. It reaches the sandwich without inverting $C$, so that result also covers a singular $C$, such as a pure lamp drift of fixed shape. The Fisher matrix enters at its end, as a comparison.

The second route replaces the expansion by differentiability of the fit and two solved cases. It does not display the neglected terms, and it needs $C^{-1}$. In return it yields the lower bound $F^{-1}$ and the condition for reaching it. If the noise is not Gaussian, its algebra still holds with $F$ read as the matrix $J^TC^{-1}J$, but this is then not in general the Fisher matrix.

Two cases show that both conditions for the inverse Fisher matrix matter: Gaussian noise, and a covariance that does not depend on $\theta$. Take independent logistic noise of scale $h$, with density $p(x)=\frac{1}{4h}\,\mathrm{sech}^2(x/2h)$. The score for a shift is $-p'/p=\tau/h$ with $\tau=\tanh(x/2h)$. Because $p\,dx=\frac12d\tau$, the information per datum is $\frac1{h^2}\int_{-1}^1\frac{\tau^2}{2}d\tau=\frac{1}{3h^2}$. For the variance, expand $p=\frac1h\sum_{k\ge1}(-1)^{k-1}k\,e^{-kx/h}$ for $x>0$ and use symmetry:
\begin{equation}
\sigma^2=4h^2\sum_{k\ge1}\frac{(-1)^{k-1}}{k^2}=\frac{\pi^2h^2}{3}.
\end{equation}
Information times variance is $\pi^2/9=1.097$, where Gaussian noise gives 1. Least squares with the correct covariance then has a variance 9.7\% above the inverse Fisher value.

Next take one Gaussian datum with mean $\mu(t)$ and variance $v(t)$. Differentiating $-\frac12\ln v-(y-\mu)^2/2v$ gives the score $\mu'\varepsilon/v+v'(\varepsilon^2-v)/2v^2$. With $\mathrm E\,\varepsilon^3=0$ and $\mathrm E(\varepsilon^2-v)^2=2v^2$,
\begin{equation}
F=\frac{\mu'^2}{v}+\frac{v'^2}{2v^2}.
\end{equation}
For $\mu=t$, $v=0.1t$ and $t=1$ this is $10+0.5=10.5$. The added information lies in the size of the noise, which a fit with fixed weights does not use.

\section{Two pixels, and why $\chi^2$ can mislead}

Let one parameter be seen by two pixels with $J=(1,q)^T$, $q=\pm1$, equal variances $\sigma^2$ and correlation $\rho$, where $|\rho|<1$. The analyst assumes $S=\sigma^2I$. Then $A=2/\sigma^2$ and $B=(2+2q\rho)/\sigma^2$, so
\begin{equation}
V=\tfrac12\sigma^2(1+q\rho),\qquad A^{-1}=\tfrac12\sigma^2 .
\end{equation}
For positive $\rho$ the report is too small if both pixels respond with the same sign, and too large if they respond with opposite signs. Here $J$ is an eigenvector of $C$ with eigenvalue $\sigma^2(1+q\rho)$, so $F^{-1}=V$: the estimate is optimal and only its stated error is wrong.

For the goodness of fit in general, the residual to first order is $r=\varepsilon-J\delta=(I-JG)\varepsilon$. In $\chi^2=r^TWr$ the matrix between the noise vectors is
\begin{equation}
W-G^TJ^TW-WJG+G^TAG=W-WJA^{-1}J^TW ,
\end{equation}
because each of the last three products on the left has magnitude $WJA^{-1}J^TW$. Taking the mean and using the cyclic property of the trace,
\begin{equation}
\mathrm E\,\chi^2_{\min}=\mathrm{tr}(WC)-\mathrm{tr}(A^{-1}B). \label{chi}
\end{equation}
For $S=C$ this is $N-p$. For the two pixels it is $2-(1+q\rho)=1-q\rho$. When $q\rho>0$ the fit looks better than expected exactly where the parameter is worse than reported: the shared noise has been absorbed by the parameter. Multiplying the reported covariance by the reduced $\chi^2$ then moves it, on average, the wrong way.

\section{An oxide film on silicon}

Lengths are in nm; reflectance and index are pure numbers. The film has thickness $d=500$ nm and index $n=a+b/\lambda^2$, with $a=1.448$ and $b=3600$ nm$^2$. The fit determines $d$ and $a$. The silicon index $n_s$ is a fixed smooth curve falling from 4.68 at 450 nm to 3.69 at 800 nm, without absorption.

At normal incidence the interface amplitudes are $r_1=(1-n)/(1+n)$ and $r_2=(n-n_s)/(n+n_s)$, and the round-trip phase is $\varphi=4\pi nd/\lambda$. With $x=r_2e^{i\varphi}$, the sum over internal reflections is
\begin{equation}
r=r_1+(1-r_1^2)\,x\sum_{m\ge0}(-r_1x)^m=\frac{r_1+x}{1+r_1x},
\end{equation}
and $f=|r|^2$ at each wavelength. The columns of $J$ are its derivatives with respect to $d$ and $a$.

There are 71 wavelengths from 450 to 800 nm. The true noise is
\begin{equation}
C_{kl}=w^2\delta_{kl}+v^2e^{-|\lambda_k-\lambda_l|/\ell},
\end{equation}
with white part $w=0.0005$, baseline drift $v=0.0010$ and $\ell=40$ nm. The assumed covariance has the right variance and no correlation: $S=\sigma^2I$ with $\sigma=\sqrt{w^2+v^2}=0.00112$.

The matrices, in the order $dd$, $da$, $aa$ and with lengths in nm, are
\begin{align}
A&:\;432.43,\quad 1.4972\times10^5,\quad 5.3471\times10^7,\\
B&:\;2323.5,\quad 8.1265\times10^5,\quad 3.0022\times10^8 .
\end{align}
The two products in the determinant of $A$ nearly cancel, so the inverse is taken from the unrounded entries. Its first row is $(0.076,\,-2.1\times10^{-4})$ to two figures. The reported standard deviation of $d$, the root of the first entry before rounding, is 0.275 nm. The sandwich, also evaluated before rounding, gives
\begin{equation}
V_{dd}=13.4-26.2+13.5\approx0.7\ \mathrm{nm}^2,
\end{equation}
the terms coming from $B_{dd}$, twice $B_{da}$, and $B_{aa}$. With more digits kept in the terms, $V_{dd}=0.727$ nm$^2$. The standard deviation is 0.85 nm, 3.1 times the report. For $a$ it is 0.0025 against a reported 0.0008.

Full nonlinear fits to about 12\,000 simulated Gaussian noise spectra scatter by 0.853 nm in $d$ and 0.00245 in $a$, in agreement with the sandwich. With uncorrelated noise of the same variance per pixel the scatter in $d$ is 0.277 nm, in agreement with the report. The neglected correlation is therefore the cause of the discrepancy.

The errors of $d$ and $a$ have correlation $-0.99$. The fringe phase depends on $nd$, which stays fixed if $\delta d=-(d/n)\,\delta a$, about $-342$ nm per unit index for $n\approx1.46$. The slope from the sandwich is $-0.991\times0.853/0.00246\approx-344$ nm.

Correct weights, $W=C^{-1}$, would lower the standard deviation of $d$ to 0.78 nm. For any linear combination of $d$ and $a$, the wrong weights raise the variance by between 10\% and 34\% over this optimum. In this example the wrong weights cost little; the wrong report costs a factor of three.

In \eqref{chi}, $\mathrm{tr}(WC)=71$ and $\mathrm E\,\chi^2_{\min}=55.8$, so $\mathrm{tr}(A^{-1}B)=15.2$ instead of 2. The reduced $\chi^2$ is $55.8/69=0.81$. Rescaling by it would shrink the reported 0.275 nm to 0.25 nm.

\section{Consequences for the measurement}

The true $C$ can be estimated from repeated spectra of one film. If $\hat C$ is their sample covariance, $G\hat CG^T$ is the sample covariance of the first-order parameter errors, so no inverse of $\hat C$ is needed. For $M$ independent Gaussian repeats the relative uncertainty of a standard deviation is about $1/\sqrt{2M}$, or 5\% for $M=200$. One simulated set of 200 gave 0.91 nm, 6\% above the true value. The repeats must be far enough apart in time to sample the drift independently. A single residual vector cannot simply be put in place of the noise: $rr^T$ for $C$ gives $B=0$, because $J^TWr=0$ at the minimum. It can serve if a form for $C$ is assumed. Fitting $w$, $v$ and $\ell$ of the correct form to one residual vector by restricted maximum likelihood gives a standard deviation of $d$ with median about 0.8 nm, though with a wide spread (quartiles near 0.6 and 1.1 nm).

Finer sampling has a limit. With $S\propto I$, $G=(J^TJ)^{-1}J^T$. Over a fixed range $J^TJ$ grows as $N$, so the white part of $V$, $w^2(J^TJ)^{-1}$, falls as $1/N$. The drift part has a double sum over pixels, growing as $N^2$, between two inverse factors of $N$, and tends to a constant. Going from 36 to 281 points, with $w$, $v$ and $\ell$ held fixed, lowers the reported error from 0.39 to 0.14 nm but the true one only from 0.862 to 0.847 nm. Drift alone accounts for 0.844 nm at 281 points and for about 0.845 nm in the limit of fine sampling. Averaging $M$ spectra with independent drifts does help: it replaces $C$ by $C/M$ and hence $V$ by $V/M$.

The numbers stand for a thermally grown oxide on a bench reflectometer. The optical constants are rough typical values; the noise levels and $\ell$ are round choices that would have to be measured on a given instrument. In this example the most exposed of the remaining assumptions is the correct mean model. An error $\Delta f$ in it shifts the parameters by $G\Delta f$ to first order, and $V$ does not contain this shift. Refitting noise-free spectra from altered models moves $d$ by $+2.1$ nm for a silicon index 0.5\% higher, $+0.6$ nm for a 0.7 nm interface layer of index 2, $+0.5$ nm for silicon absorption with an assumed extinction coefficient of 0.13 at 450 nm that decays towards the red, $-0.4$ nm for an unpolarised light cone of $5^\circ$ half-angle, and $+0.3$ nm for a silicon index higher by 0.003 at all wavelengths, a rough stand-in for a warming of 10 K that uses a red-end value of $dn_s/dT$; the coefficient grows towards the blue, and letting it rise to about $8\times10^{-4}$ K$^{-1}$ at 450 nm gives nearer $+0.5$ nm. The first exceeds the whole random error. Such constant shifts do not show in repeated spectra either. A lamp gain that fluctuates by 0.1\% between spectra does show: it moves $d$ by 0.23 nm and would raise the scatter to $\sqrt{0.853^2+0.232^2}=0.88$ nm.

The linear response is not the weak point here. With all noise five times larger, the scatter of the nonlinear fits still agrees with the sandwich within the sampling error of the simulation, about 0.6\%. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
film: d = 500 nm, a = 1.448, b = 3600 nm^2
silicon index at 450, 800 nm: 4.682, 3.691
wavelengths: 71 from 450 to 800 nm
reflectance min, max: 0.0921, 0.3963
white noise 0.0005, drift 0.0010, length 40 nm
assumed sd per pixel: 0.001118
A: dd 432.43 nm^-2, da 1.4972e+05 nm^-1, aa 5.3471e+07
B: dd 2323.5 nm^-2, da 8.1265e+05 nm^-1, aa 3.0022e+08
F: dd 96.803 nm^-2, da 33773 nm^-1, aa 1.1986e+07
standard deviations of d (nm) and a, and correlation of d with a:
  reported: 0.2754, 0.000783, -0.9846
  sandwich: 0.8527, 0.002455, -0.9914
  nonlinear fits: 0.8532, 0.002454, -0.9914
  inverse Fisher: 0.7803, 0.002217, -0.9915
  fits, right weights: 0.7796, 0.002212, -0.9914
  fits, uncorrelated noise: 0.2768, 0.000786, -0.9849
  sandwich, 200 repeats: 0.9074, 0.002584, -0.9921
sandwich/reported sd: d 3.096, a 3.135
V relative to inverse Fisher, eigenvalues: 1.097, 1.342
95% interval of d, reported sd: fits 0.473, formula 0.473
95% interval of d, sandwich sd: fits 0.948
mean min chi-square: fits 55.65, formula 55.80
degrees of freedom 69, mean reduced chi-square 0.809
logistic noise, Fisher information x variance: 1.0966
one datum, mean t=1, variance 0.1t: Fisher 10.500, 1/v = 10
sampling (nm), points, sd of d (nm): reported, sandwich, optimal
  10.00, 36, 0.3888, 0.8617, 0.7944
  5.00, 71, 0.2754, 0.8527, 0.7803
  2.50, 141, 0.1949, 0.8486, 0.7729
  1.25, 281, 0.1379, 0.8467, 0.7686
  drift alone at the finest sampling: 0.8444 nm
neglected effects, shift of d (nm) and of a:
  silicon absorption (k = 0.13 at 450 nm): +0.471, -0.00054
  silicon index +0.5%: +2.141, -0.00629
  silicon 10 K warmer (3e-4 per K): +0.323, -0.00095
  oxide dispersion b +20%: +0.236, +0.00164
  0.7 nm interface layer, index 2: +0.581, +0.00009
  3 nm bandwidth (FWHM): +0.063, -0.00016
  5 degree half-angle cone (phase only): -0.444, -0.00000
  lamp gain +0.1%: +0.232, -0.00069
mean shift of d in noisy fits: -0.0042 nm, standard error 0.0078 nm
noise x5, fits/sandwich sd: d 1.001, a 1.001
\end{verbatim}
